Geometric phase analysis: displacement gradients from two lattice peaks

**The measurement problem**

A crystalline film has grown on a substrate of different lattice spacing. An atomically resolved image shows both lattices, and the film's planes are a few per cent further apart than the substrate's. This is a small fraction of one fringe spacing, yet the accumulated displacement across the film can exceed a whole spacing. Geometric phase analysis turns each set of fringes into a phase map. Two sets determine both components of the displacement in the image plane, and their slopes determine its gradient.

Lengths are quoted in angstrom. The equations are homogeneous in length and hold unchanged in atomic units. Reciprocal vectors are in cycles per length, so factors of 2π are written explicitly.

**Which displacement gradient?**

Let an atom at R in the reference lattice move to

r = R + U(R).

The image is indexed by the observed position r, so define u(r) = U(R). Then

R = r − u(r).

Let e_ij = ∂u_i/∂x_j and F_ij = ∂r_i/∂R_j. Differentiating R with respect to r gives the inverse of F:

F⁻¹ = I − e,

F = (I − e)⁻¹,

H = F − I = (I − e)⁻¹ − I.

H is the gradient with respect to the reference position. For small e, H = e + e² + …, so the two gradients agree to first order. The finite strain ½(FᵀF − I) vanishes for a rigid rotation, because then FᵀF = I. The symmetric part of e does not vanish at second order in the rotation angle.

**From displaced atoms to a phase**

Let R_n be the reference lattice points, r_n their displaced positions and Ω the reference cell area. The function r − u(r) − R_n vanishes at r = r_n, and its Jacobian there is J = det(I − e), positive for an orientation-preserving map. The rule for a delta function of a vector function therefore gives

δ(r − r_n) = J(r) δ(r − u(r) − R_n).

A periodic array of delta functions has Fourier coefficient 1/Ω for every reciprocal vector g, since each cell contains one unit of weight:

Σ_n δ(x − R_n) = (1/Ω) Σ_g exp(2πi g·x).

Setting x = r − u(r) gives the density of displaced atoms,

ρ(r) = (J/Ω) Σ_g exp(2πi g·r) exp[−2πi g·u(r)].

The fringe belonging to g thus carries the phase

P_g(r) = −2π g·u(r).

The image is ρ convolved with the atomic peak shape f. Where e is uniform, the fringe is a plane wave of wavevector g + κ, with κ = −eᵀg, and convolution multiplies it by the Fourier transform f̂(g + κ). For a symmetric peak this factor is real; for the Gaussian peaks used below it is also positive, so the phase is unchanged. Where e varies slowly, variations of J and f̂ add small corrections, which are neglected in the inversion; they grow as the variation becomes more rapid.

**Inverting two phases**

Choose noncollinear vectors g₁ and g₂ as the rows of G. Then

P_m = −2π Σ_j G_mj u_j.

Multiplying by G⁻¹ and differentiating at constant G gives

u_i = −(1/2π) Σ_m (G⁻¹)_im P_m,

e_ij = −(1/2π) Σ_m (G⁻¹)_im ∂P_m/∂x_j.

If g_m·a_n = δ_mn, the columns of G⁻¹ are the direct vectors a₁ and a₂. One phase alone gives displacement along its own g. With φ the angle between the two vectors,

|det G| = |g₁||g₂||sin φ|.

The inverse contains 1/det G, so nearly parallel vectors amplify phase errors by 1/|sin φ|.

**Filtering and its resolution**

Multiplying the image by exp(−2πi g·r) moves the chosen peak to zero frequency. The Gaussian mask

M(k) = exp[−k²/(2s²)]

then suppresses the other peaks. Its inverse Fourier transform is

K(x) = 2πs² exp(−2π²s²x²).

Comparison with exp[−x²/(2σ_r²)] gives the real-space width

σ_r = 1/(2πs).

For a uniform gradient, the demodulated fringe is proportional to exp(2πi κ·r). Convolution multiplies it by the positive number M(κ), leaving the slope unaltered. This result assumes that leakage from other peaks and image edges is negligible.

Now let the phase be a weak wave P = δ sin θ, with θ = 2πx/Λ. To first order,

exp(iP) ≈ 1 + iδ sin θ.

The constant passes unchanged, and the sine is multiplied by T = M(1/Λ). The argument of 1 + iTδ sin θ is Tδ sin θ to the same order, so

T = exp[−1/(2Λ²s²)].

Strain varying over a few σ_r is therefore reduced. More generally, to first order in the phase variation, the recovered phase is the true phase convolved with K.

A uniform background gradient moves the fringe to κ, away from the mask centre. Let q be the wavevector of the weak wave, |q| = 1/Λ, and β = κ·q/s². Relative to the carrier, the two sidebands are multiplied by

M(κ ± q)/M(κ) = T exp(∓β).

The signal becomes proportional to

1 + (Tδ/2)[exp(−β + iθ) − exp(β − iθ)].

Its imaginary part is Tδ cosh β sin θ, which is the phase to first order. The correction disappears when κ is perpendicular to q.

**The algorithm**

1. Choose approximate g₁ and g₂ from the diffraction peaks, and an undeformed reference region.

2. Demodulate and filter the image to obtain the complex signal h_m for each peak.

3. Refine each g. If the trial vector is wrong, the reference phase is 2π(g_true − g)·r plus a constant. For pixel spacing d, the product h(x + d)h*(x) has phase 2π(g_true − g)_x d. Sum these products over the region, take the argument, divide by 2πd, and add the result to g_x. Treat y likewise, and repeat from step 2.

4. Take the phase of h_m, unwrap it along rows and then along columns, and subtract its mean over the reference region.

5. Apply G⁻¹ to the phases for u and to their finite differences for e. Compute H from e.

Step 3 matters because an error δG = G_true − G creates a false uniform gradient −G⁻¹δG. In the example below, the seed vectors (0.240, −0.130) and (0.010, 0.240) Å⁻¹ would give false components of up to about 0.04, comparable with the film strain. After refinement the largest error in a component of g is 1.2×10⁻⁶ Å⁻¹.

The reference also defines what is measured. If that region has its own uniform deformation F₀, refinement gives G = G₀F₀⁻¹, where G₀ belongs to the undeformed lattice. The total local reciprocal matrix is G₀F⁻¹, so the algorithm finds

I − e′ = G⁻¹G₀F⁻¹ = F₀F⁻¹,

F′ = (I − e′)⁻¹ = FF₀⁻¹.

The map is relative to the reference region. With the substrate as reference, it does not by itself give the film's elastic strain: that requires the stress-free lattice of the film.

**Unwrapping and dislocations**

The argument of a complex number is known only modulo 2π. Unwrapping adds multiples of 2π so that neighbouring pixels differ by less than π. It recovers a continuous phase if the true neighbour differences satisfy that bound and no closed path has a net phase winding.

Around a dislocation, let u increase by b on a counterclockwise circuit. The phase then changes by −2πg·b, so its winding number is

N_g = −g·b.

For a lattice vector b this is an integer. Row-first and column-first paths between two pixels form a closed rectangle; their phases differ by the winding inside it. When this is nonzero, no continuous single-valued phase map exists.

The gradient outside the core can still be single-valued, because a constant jump has no derivative. Writing h = |h|exp(iP),

h*∇h = |h|∇|h| + i|h|²∇P,

∇P = Im(h*∇h)/|h|².

This form avoids global unwrapping, but it fails where |h| vanishes and is unreliable where |h| is comparable with the noise.

The numerical check applies a displacement field to two sets of ideal cosine fringes, with b = (4, 0) Å and u = bϑ/(2π), where ϑ is the polar angle. This field tests topology; it is not an elastic equilibrium field. The windings for g₁ and g₂ are −1 and 0. The two unwrapping orders differ by at most one turn for g₁ and agree for g₂. In this field u lies along x and g₂ along y, so g₂·u = 0 everywhere and the second set is not displaced at all. In a real dislocation field those fringes would bend near the core, but with g₂·b = 0 their winding would still be zero.

**Propagation of pixel noise**

Let independent pixel noise have standard deviation σ_n. Replacing the pixel sum by an integral, the filtered complex noise n_f has variance

⟨|n_f|²⟩ = σ_n²d² ∫M² d²k = πσ_n²d²s².

For an isolated peak the real and imaginary parts carry half of this each. Only the component perpendicular to the signal changes the phase at first order. Division by A_m = |h_m|, the modulus of the demodulated fringe and half the amplitude of the corresponding real cosine, gives

σ_P,m = σ_n d s √(π/2)/A_m.

A derivative along x_j multiplies each Fourier component by 2πi k_j. Under the weight M² = exp(−k²/s²), the mean of k_j² is s²/2. Hence, for a nearly uniform reference phase,

σ²_∂P,m = 4π²(s²/2)σ²_P,m,

σ_∂P,m = √2 π s σ_P,m.

The two filters select nearly disjoint frequencies, so their errors are independent to this approximation and their variances add:

σ²(e_ij) = (1/4π²) Σ_m (G⁻¹)²_im σ²_∂P,m.

At fixed fringe amplitude the strain noise grows as s², or as 1/σ_r². Write it as Cs². For a weak gradient wave of amplitude E and long period, the filter bias is

E(1 − T) ≈ E/(2Λ²s²).

Minimizing the sum of squared bias and noise variance over t = s² gives

d/dt {[E/(2Λ²t)]² + C²t²} = 0,

s⁴ = E/(2Λ²C).

At this width the bias and the noise are equal. The choice is usable only if the mask still isolates the peak.

**A film with a lateral strain wave**

The model lattice has a₁ = (4, 0) Å and a₂ = (2, 4) Å, hence

G⁻¹ = [4 2; 0 4] Å,

with rows separated by the semicolon. Its reciprocal vectors are g₁ = (0.25, −0.125) Å⁻¹ and g₂ = (0, 0.25) Å⁻¹. Let

S(Y) = 1/{1 + exp[−(Y − 100)/5]},

with Y in angstrom. The imposed displacement is

U_x = 0.30 sin(2πX/60) S(Y),

U_y = 0.06 × 5 ln{1 + exp[(Y − 100)/5]}.

Since dU_y/dY = 0.06 S, the normal extension changes smoothly from zero in the substrate to 6% in the film. These are chosen kinematic parameters, not a computed elastic equilibrium. The image is a sum of Gaussian atoms at the displaced positions, so it is not built from the phase formula being tested.

The mask has s = 0.040 Å⁻¹ and σ_r = 3.98 Å. In the undeformed lattice the nearest competing peak is 0.25 Å⁻¹ from the mask centre, where the mask is

exp[−0.25²/(2 × 0.04²)] ≈ 3×10⁻⁹.

The 6% extension shifts the film's peaks and reduces the smallest distance to about 0.22 Å⁻¹, where the mask is still below 10⁻⁶.

The second phase spans 6.436 rad, slightly more than 2π. Differentiating it without unwrapping gives a false slope of 7.765 rad/Å. This is the jump 2π divided by the central-difference span 0.8 Å, less the true slope of about 0.089 rad/Å.

At the observed point (120, 140) Å, the phases are P₁ = 1.7780 and P₂ = −3.5561 rad. Therefore

u_x = −[4(1.7780) + 2(−3.5561)]/(2π) ≈ 0.000 Å,

u_y = −4(−3.5561)/(2π) = 2.264 Å = 4.278 bohr.

The imposed value of u_y is also 2.264 Å. The measured normal gradient is e_yy = 0.05656. The off-diagonal components vanish at the printed precision, so

H_yy = 0.05656/(1 − 0.05656) = 0.05995,

close to the true local value 0.05997. Averaged over part of the film, e_yy is 0.0566 and H_yy is 0.0600. The difference is the choice of reference coordinate, not a loss of strain.

The lateral component behaves differently. Its true value at the probe is e_xx = 0.03044, but the map gives 0.02795, a ratio of 0.918. The weak-wave law for Λ = 60 Å predicts

T = exp[−1/(2 × 60² × 0.04²)] = 0.917.

The film's background κ points along y and the wave along x, so β = 0. The filter thus accounts for a reduction of about 8%. Agreement in the third digit is not significant. The wave is not exactly sinusoidal in the observed coordinates, its phase amplitude 2π × 0.25 × 0.30 ≈ 0.47 rad is not small, and the variations of J and f̂ are neglected. These effects shift the ratio by about +0.006, +0.002, +0.004 and −0.010 respectively, and here they largely cancel. The average normal extension, uniform over many filter widths, is not reduced in this way.

Over the analysed area, the rms gradient error is 7.9×10⁻⁴ against the unfiltered truth, but 4.7×10⁻⁵ against the truth convolved with K. The largest error against the latter is 1.8×10⁻⁴. Most of the rms discrepancy is therefore finite resolution. The small remainder is not apportioned here among nonlinear filtering, amplitude variations and finite differences.

**Separate accuracy checks**

For a weak 20 Å wave imposed on ideal cosine fringes, which tests the filter without the atomic peak shape, the recovered fraction is 0.4579 and the transfer law gives 0.4578. More than half the amplitude is lost even though the period is five lattice spacings along x: visible fringes do not guarantee strain resolution at the fringe spacing.

A homogeneous deformation with F = [1.03 0.02; −0.01 0.95] is recovered with a maximum component error of 9×10⁻⁹. Taking e itself as F − I would instead give an error of 2.4×10⁻³. This test separates the finite-deformation conversion from filter resolution, because a uniform gradient passes through the filter.

The noise test uses the undeformed lattice, with σ_n equal to 0.05 of an atomic peak height and d = 0.4 Å. The amplitudes A₁ = 0.0937 and A₂ = 0.1141 give phase errors of 0.0107 and 0.0088 rad. Multiplication by √2 × πs gives slope errors of 0.00190 and 0.00156 rad/Å. Hence

σ(e_xj) = √[(4 × 0.00190)² + (2 × 0.00156)²]/(2π) ≈ 0.0013,

σ(e_yj) = 4 × 0.00156/(2π) ≈ 0.0010.

The simulated noisy images agree with the unrounded predictions to about 1%. For the x row, C = 0.001309/0.04² ≈ 0.82 Å². With E ≈ 0.0304 and Λ = 60 Å, the balance formula gives s ≈ 0.048 Å⁻¹. This uses the noise of the undeformed lattice. In the strained film the fringes lie off the mask centre and are weaker, so at the probe the noise is about 0.0014 for e_xx and 0.0012 for e_yy, and the optimum falls to about 0.046 Å⁻¹. In either case the chosen mask is somewhat narrower than the optimum for the crest of the lateral wave.

These errors describe the stated image model. Scan distortion also shifts fringes and cannot be distinguished from displacement by these two phases alone. Thickness changes, dynamical diffraction and asymmetric atomic contrast can add phases unrelated to u. Surface relaxation is a real displacement, but it may make a thin specimen's strain differ from that of the original film. The numerical output records the inputs and the separate error measures.

Numbers as computed

```
image: 512 x 512 pixels, pixel size 0.4 angstrom
analysed interval in x and y: 32.0 172.4 angstrom
reference interval in y: 32.0 59.6 angstrom
direct vectors a1, a2: 4.00 0.00 2.00 4.00 angstrom
atomic Gaussian width: 0.80 angstrom
film normal strain set: 0.060 (dimensionless)
interface position, width: 100.0 5.0 angstrom
film wave amplitude, period: 0.30 60.00 angstrom
mask width s: 0.040 1/angstrom
real-space filter width: 3.979 angstrom
seed g1, g2: 0.240 -0.130 0.010 0.240 1/angstrom
refined g1, g2: 0.250000 -0.124999 -0.000000 0.249999 1/angstrom
largest error of refined g: 1.17e-06 1/angstrom
unwrapped range of phase 2: 6.436 rad
largest y slope, phase 2 wrapped: 7.765 rad/angstrom
largest y slope, phase 2 unwrapped: 0.089 rad/angstrom
rms gradient error, raw truth: 7.92e-04 (dimensionless)
rms gradient error, smoothed truth: 4.70e-05 (dimensionless)
max gradient error, smoothed truth: 1.78e-04 (dimensionless)
max displacement error, smoothed truth: 1.61e-03 angstrom
probe x, y: 120.0 140.0 angstrom
probe phases P1, P2: 1.7780 -3.5561 rad
probe u found: 0.0001 2.2639 angstrom
probe u true: -0.0000 2.2643 angstrom
probe u found: 0.0001 4.2781 bohr
probe e found xx xy yx yy: 0.02795 0.00000 -0.00000 0.05656 (dimensionless)
probe e true xx xy yx yy: 0.03044 -0.00000 0.00000 0.05658 (dimensionless)
probe H found xx xy yx yy: 0.02876 0.00000 -0.00000 0.05995 (dimensionless)
probe H true xx xy yx yy: 0.03140 -0.00000 0.00000 0.05997 (dimensionless)
film mean e_yy, H_yy: 0.05659 0.05999 (dimensionless)
transfer law at film wave period: 0.9169 (dimensionless)
short test wave period: 20.0 angstrom
short-wave transfer found, law: 0.45787 0.45783 (dimensionless)
uniform F set xx xy yx yy: 1.030 0.020 -0.010 0.950 (dimensionless)
uniform F max error: 8.98e-09 (dimensionless)
error if e is taken as F-I: 2.42e-03 (dimensionless)
pixel noise: 0.050 (atomic peak height = 1)
fringe amplitudes A1, A2: 0.09367 0.11411 (atomic peak height = 1)
phase noise law P1, P2: 0.01070 0.00879 rad
strain noise law, x row and y row: 0.001309 0.000994 (dimensionless)
strain noise found xx xy yx yy: 0.001319 0.001320 0.001001 0.001004 (dimensionless)
dislocation jump b: 4.00 0.00 angstrom
phase winding for g1, g2: -1.0000 -0.0000 turns
unwrapping-order difference g1, g2: 1.0000 0.0000 turns
```
